# Kerker Mixing at Fixed Chemical Potential and the Electrolyte-Screened Preconditioner

A model metal slab in an electrolyte holds $0.5000$ electrons per Å$^2$ when neutral and $0.4973$ Å$^{-2}$ when its chemical potential is lowered by $0.5$ eV. A self-consistency loop at the lower chemical potential, started from the neutral density and run with Kerker mixing, changes its electron number by no more than $2\times10^{-16}$ Å$^{-2}$ in 565 steps. With Pulay acceleration the same loop reports convergence after 22 steps, still at $0.5000$ Å$^{-2}$. At fixed electron number that mixer finds the correct density in 23 steps. The mixer therefore fails through something that belongs to the ensemble.

## The map to be solved

Atomic units are used in the algebra. The system is uniform in the plane and periodic along $z$ with period $L$. All operators act on real functions of $z$, with $\langle f,g\rangle=\int_0^L fg\,dz$, so that $N=\langle 1,n\rangle$ is the electron number per area.

The solvent and ions occupy a fixed region described by $s(z)$, which is 0 in the metal and 1 in the liquid, with permittivity $\epsilon(z)=1+(\epsilon_b-1)s(z)$. Monovalent ions of bulk density $c_0$ at temperature $T$ give the charge $c_0s\,(e^{-\phi/kT}-e^{\phi/kT})\approx-2c_0s\,\phi/kT$. The linear form is taken as the model; it describes the ions only where $|\phi|\ll kT$. The biased example below meets this only roughly: $|\phi|/kT$ is $0.38$ at the cavity edge and $1.5$ one ångström further in, where $s\approx0.02$. With $q_\kappa^2=8\pi c_0/(\epsilon_bkT)$, the squared inverse Debye length, Poisson's equation for a solute charge $\rho$ is
$$\mathcal L\phi\equiv-\partial_z(\epsilon\,\partial_z\phi)+\epsilon_bq_\kappa^2s\,\phi=4\pi\rho .$$
Integration by parts gives $\langle\phi,\mathcal L\phi\rangle=\int[\epsilon\phi'^2+\epsilon_bq_\kappa^2s\phi^2]\,dz$. The first term vanishes for constant $\phi$ alone, and the second is then positive if $q_\kappa>0$. Hence $v=4\pi\mathcal L^{-1}$ exists and is symmetric and positive definite. For $q_\kappa=0$, integrating the equation over the cell gives $0=4\pi\langle1,\rho\rangle$, so a charged solute has no solution. The ions are what allows $N$ to vary.

The solute charge is $\rho=n_+-n$, with a fixed background $n_+$, and an electron has energy $-\phi$. An input density therefore produces $V=V_{\rm ext}+v(n_{\rm in}-n_+)$. Exchange and correlation and the response of the cavity to the density are left out. With $(-\tfrac12\partial_z^2+V)\psi_j=e_j\psi_j$, free in-plane motion, two spins and Fermi smearing $\tau$, subband $j$ holds
$$F_j=2\int\!\frac{d^2k}{(2\pi)^2}\,f(e_j+\tfrac12k^2)=\frac1\pi\int_{e_j}^\infty\! f\,de=\frac{\tau}{\pi}\ln\!\left(1+e^{(\mu-e_j)/\tau}\right),$$
where $d^2k=2\pi\,d(k^2/2)$ was used, and $n_{\rm out}=\sum_jF_j\psi_j^2$. The residual is $R=n_{\rm out}-n_{\rm in}$, the solution $n^*$ has $R=0$, and a mixer updates $n\leftarrow n+KR$.

## Linear response at fixed chemical potential

First-order perturbation theory gives $\delta e_j=\delta V_{jj}$ and $\delta\psi_j=\sum_{l\ne j}\psi_l\,\delta V_{lj}/(e_j-e_l)$, and $dF_j/de_j=-f_j/\pi$ with $f_j=f(e_j)$. Then
$$\delta n=\sum_{j\ne l}\frac{2F_j}{e_j-e_l}\psi_j\psi_l\,\delta V_{jl}-\sum_j\frac{f_j}{\pi}\psi_j^2\,\delta V_{jj}.$$
The product $\psi_j\psi_l\delta V_{jl}$ is symmetric in $j,l$, so $2F_j/(e_j-e_l)$ may be replaced by its average with the $j\leftrightarrow l$ term. This gives
$$\chi=\sum_{jl}w_{jl}\,|\psi_j\psi_l\rangle\langle\psi_j\psi_l|,\qquad w_{jl}=\frac{F_j-F_l}{e_j-e_l},\qquad w_{jj}=-\frac{f_j}{\pi}.$$
$F$ falls with energy, so every $w_{jl}\le0$ and $\chi$ is symmetric and negative semidefinite. For $\delta V=1$ orthogonality removes the terms with $j\ne l$, leaving $\chi1=-D$ with $D=\sum_jf_j\psi_j^2/\pi$, the local density of states at $\mu$.

For an input error $x=n_{\rm in}-n^*$, to first order $n_{\rm out}-n^*=\chi vx$, so
$$R=-\mathcal Ex,\qquad \mathcal E=1-\chi v,\qquad x\leftarrow(1-K\mathcal E)\,x .$$
Since $v^{1/2}\mathcal Ev^{-1/2}=1-v^{1/2}\chi v^{1/2}$ is symmetric and at least 1, $\mathcal E$ is invertible with real eigenvalues $\ge1$. A change of $\mu$ gives $\delta n^*=D\,\delta\mu+\chi v\,\delta n^*$, so the capacitance is $dN/d\mu=\langle1,\mathcal E^{-1}D\rangle$.

Write $K=AK_0$ and let $\lambda$ be an eigenvalue of $K_0\mathcal E$. The error in that mode is multiplied by $1-A\lambda$ in each step, and $|1-A\lambda|^2=1-2A\,{\rm Re}\lambda+A^2|\lambda|^2$. All these factors lie below 1, and the iteration converges from starts near $n^*$, when
$${\rm Re}\,\lambda>0\ \text{ for all }\lambda,\qquad A<A_c=\min_\lambda\frac{2\,{\rm Re}\lambda}{|\lambda|^2},$$
and the asymptotic rate is $\rho=\max|1-A\lambda|$. If some ${\rm Re}\lambda<0$, or $A>A_c$, a factor exceeds 1 and the solution is unstable.

## The example

The parameters are round model values. The background has density $0.05$ Å$^{-3}$ and width 10 Å, and $V_{\rm ext}$ is a well of 8 eV with the same shape, with error-function edges of Gaussian width $0.4$ Å. The cavity edge lies 3 Å outside the slab on each side, with width $0.5$ Å. Further $L=32$ Å, $\tau=0.1$ eV, $\epsilon_b=80$, and 1 mol/L of salt at 300 K, which gives $q_\kappa=0.3246$ Å$^{-1}$ and a Debye length of $3.08$ Å. Operators are matrices on 129 grid points with Fourier derivatives, the Hamiltonian is diagonalized in full, and reference solutions come from Newton's method, $n\leftarrow n+\mathcal E^{-1}R$ with a line search.

The slab is neutral at $\mu=-2.19$ eV, measured from the potential of the bulk liquid, and the target is $\mu=-2.69$ eV. There $\Delta N=N_0-N^*=0.5000-0.4973=0.002704$ Å$^{-2}$, which shared between two faces is a charge of $2.17\ \mu$C/cm$^2$ per surface. The capacitance formula gives $dN/d\mu=0.00533$ eV$^{-1}$Å$^{-2}$ at the target, or $4.27\ \mu$F/cm$^2$ per surface. The unscreened response is $\langle1,D\rangle=0.167$ eV$^{-1}$Å$^{-2}$, larger by $0.167/0.00533=31$. The first output density thus sheds about thirty times too many electrons, and the mixer has to damp this. The largest eigenvalue of $\mathcal E$ is $55.4$, so plain mixing, $K_0=1$, needs $A<2/55.4=0.036$.

## What Kerker mixing does

Kerker mixing is diagonal in the wavevectors $G=2\pi m/L$:
$$K(G)=A\,\frac{G^2}{G^2+q_K^2}.$$
For any $K$ diagonal in $G$, $\langle1,KR\rangle=K(0)\langle1,R\rangle$, because the integral over the cell selects the $G=0$ component. Here $K(0)=0$, so
$$N_{k+1}=N_k+K(0)\langle1,R_k\rangle=N_k .$$
No linearization entered, so this holds for any $R$. Pulay mixing forms $n_{k+1}=\sum_i\alpha_i(n_i+KR_i)$ with $\sum_i\alpha_i=1$, so if all earlier inputs have $N_0$ electrons, $N_{k+1}=\sum_i\alpha_iN_0=N_0$. What is frozen is the number in the input density; $N_{\rm out}$ still follows $\mu$.

At fixed $N$ this costs nothing. There $\mu$ is adjusted in every step, $\delta n=\chi\,\delta V+D\,\delta\mu$, and $\langle1,\delta n\rangle=0$ with $\langle1,\chi\,\delta V\rangle=-\langle D,\delta V\rangle$ gives $\delta\mu=\langle D,\delta V\rangle/\langle1,D\rangle$. The response becomes $\chi_c=\chi+|D\rangle\langle D|/\langle1,D\rangle$, with $\langle1,\chi_c\,\delta V\rangle=0$. If the start has the right $N$, then $\langle1,R\rangle=0$ throughout. A fixed point needs $KR=0$, which makes $R$ uniform, and a uniform function with zero integral is zero. The fixed-$N$ run at $N^*$ accordingly ends with $\mu=-2.69$ eV, the target value.

At fixed $\mu$ the last step of that argument is missing. $KR=0$ requires only $R=c$, a constant, and the fixed points form a family labelled by $c$. In the spectrum, $K_0\mathcal E$ has a zero eigenvalue with left vector $1$, since $\langle1,K_0\mathcal Ex\rangle=0$ for all $x$, and right vector $r=\mathcal E^{-1}1$, since $K_0\mathcal Er=K_01=0$. The frozen number selects the member of the family. In the linear regime $-\mathcal Ex=c$ gives $x=-cr$, and $\langle1,x\rangle=\Delta N$ gives
$$c=-\frac{\Delta N}{W},\qquad W=\langle1,\mathcal E^{-1}1\rangle .$$
The output number follows from $N_{\rm out}=N_0+cL$:
$$N_{\rm out}-N^*=\Delta N\left(1-\frac LW\right).$$
This state is not the fixed-$N$ solution at $N_0$ either, since that has $R=0$ at a different $\mu$.

In the example $W=20.22$ Å, so $c=-0.002704/20.22=-1.337\times10^{-4}$ Å$^{-3}$ and $N_{\rm out}-N^*=0.002704\,(1-32/20.22)=-0.001575$ Å$^{-2}$. The nonlinear Kerker iteration, with $q_K=1.5$ Å$^{-1}$ and $A=0.965$, ends after its 565 steps at $c=-1.337\times10^{-4}$ Å$^{-3}$ and $-0.001575$ Å$^{-2}$, within about $10^{-4}$ of the linear values in relative terms.

The shape of $r$ shows where the surplus went. From $r=1+\chi vr$, and because every term of $\chi$ with appreciable weight contains an occupied orbital as a factor, $r=1$ wherever the occupied orbitals have decayed. The input density in the liquid is therefore the uniform surplus $-c$. The liquid has $\int s\,dz=32-10-2\times3=16$ Å, so it should hold $16/20.22=0.791$ of $\Delta N$; the iterated density gives $\langle s,x\rangle/\Delta N=0.791$. The metal feels little of the error. The potential shift averaged over the density of states is $\langle D,vx\rangle/\langle1,D\rangle$, and $\langle D,vx\rangle=-\langle1,\chi vx\rangle=-(N_{\rm out}-N^*)$, so the shift is $0.001575/0.167=0.009$ eV. It is small against $\tau=0.1$ eV, which is consistent with the accuracy of the linear formula. Small as the shift is, $N_{\rm in}$ misses $N^*$ by all of $\Delta N$ and $N_{\rm out}$ overshoots it by $0.58\,\Delta N$, so neither gives the charge.

The false report of convergence comes from the norm. Pulay mixing chooses the $\alpha_i$ to minimize $\langle R,MR\rangle$, and the metric that accompanies Kerker mixing, $M(G)=1+q_M^2/G^2$, is infinite at $G=0$. If that term is dropped, a uniform residual has zero norm. The 22-step run, with $q_M=1.5$ Å$^{-1}$ and $A=0.3$, stops in this way.

## Restoring the zero component by hand

The smallest repair keeps Kerker's form for $G\ne0$ and sets $K(0)=A$. The number then moves by $A\langle1,R\rangle$, which is the unscreened response, undamped by the preconditioner. For $A=0.3$ the spectrum of the example gives $\rho=5.2$, and the iteration diverges. At a mixing fraction of this size $K_0(0)$ must be positive and well below 1: $K_0(0)=0.30$ still gives $\rho=1.10$, while $0.15$ is stable. A solvable model suggests a value.

## Inverting a uniform model

Take a uniform Thomas–Fermi gas, $n=[2(\mu-V)]^{3/2}/3\pi^2$, so that $D=dn/d\mu=k_F/\pi^2$ and $\chi=-D$. Let it interact through $v(G)=4\pi/(G^2+q_\kappa^2)$, which is $4\pi\mathcal L^{-1}$ with ionic screening everywhere and unit permittivity, $q_\kappa$ being kept at its value for the real liquid (with $\epsilon_b=1$ the same ions would give a $q_\kappa^2$ larger by the factor $\epsilon_b$ of the liquid). Unit permittivity is chosen because the electrons of a real electrode sit where there is no solvent; this mixture of metal and electrolyte properties is the heuristic step of the scheme. With $q_s^2=4\pi D=4k_F/\pi$,
$$\mathcal E(G)=1+\frac{q_s^2}{G^2+q_\kappa^2}=\frac{G^2+q_\kappa^2+q_s^2}{G^2+q_\kappa^2}.$$
For $q_\kappa=0$ the inverse is Kerker's form with $q_K=q_s$. Its zero at $G=0$ reflects the infinite energy of charging a cell that has no counter-charge. With ions the energy is finite, and the inverse, multiplied by $A$ and with $q_K$ in place of $q_s$, is a screened preconditioner, paired with a metric of the same form,
$$K(G)=A\,\frac{G^2+q^2}{G^2+q^2+q_K^2},\qquad M(G)=\frac{G^2+q^2+q_M^2}{G^2+q^2},$$
with $q=q_\kappa$. The symbol $q$ separates the mixer's parameter from the physical screening. The metric is $1+q_M^2v/4\pi$, which weights a residual by its screened Coulomb energy and is finite at $G=0$, so a uniform residual is now seen.

For $q=q_\kappa$ the factors $G^2+q_\kappa^2$ cancel in the product:
$$\lambda(G)=\frac{G^2+q_\kappa^2+q_s^2}{G^2+q_\kappa^2+q_K^2}=1+\frac{q_s^2-q_K^2}{G^2+q_\kappa^2+q_K^2}.$$
If $q_K=q_s$, every $\lambda$ is 1 and $\rho=|1-A|$; the nonlinear Thomas–Fermi iteration at $A=0.3$ contracts by $0.7$ per step. If $q_K<q_s$, $\lambda$ is largest at $G=0$ and $A_c=2(q_\kappa^2+q_K^2)/(q_\kappa^2+q_s^2)$. If $q_K>q_s$, $\lambda<1$ rises towards 1 at large $G$, any $A<2$ is stable, and $G=0$ is the slowest mode as long as $1-A\lambda(0)\ge A-1$, that is $A\le2/(1+\lambda(0))$; above that value the large-$G$ modes, with factor near $A-1$ in magnitude, decay more slowly. At the density of the example $k_F=1.140$ Å$^{-1}$ and $q_s=1.656$ Å$^{-1}$, so $q_s^2=2.742$ and $q_\kappa^2=0.1054$ Å$^{-2}$. Then $\mathcal E(0)=1+2.742/0.1054=27.0$, and for $q_K=1.5$ Å$^{-1}$, $A_c=2(0.1054+2.25)/(0.1054+2.742)=1.654$. The hand repair $K(0)=A$ would need $A<2/27.0=0.074$. The Kerker stall has $W=L/\mathcal E(0)$ in this model, so $N_{\rm out}-N^*=-\Delta N\,q_s^2/q_\kappa^2$. No region is free of responding electrons, so $W\ll L$, in contrast with the slab.

## What carries over to the slab

One result needs no model. For any $q>0$, $K(G)>0$ at every $G$, so $KR=0$ forces $R=0$, and the false fixed points are gone.

Convergence is a separate matter. Since $\mathcal E=(v^{-1}-\chi)v$, the matrix $K_0\mathcal E$ is a product of three symmetric positive definite matrices, which commute in the uniform model and need not commute in a slab. Such a product is not in general similar to a symmetric positive one, so ${\rm Re}\lambda>0$ has to be established from the spectrum of the case at hand.

For small $q$ the critical eigenvalue can be derived. Write $K_0=K_0^{\rm Kerker}+\delta K$. The zero eigenvalue is simple if $W\ne0$, and first-order perturbation theory with left vector $1$ and right vector $r$ gives
$$\lambda_0=\frac{\langle1,\delta K\,\mathcal Er\rangle}{\langle1,r\rangle}=\frac{\langle1,\delta K\,1\rangle}{W}=K_0(0)\frac LW,\qquad K_0(0)=\frac{q^2}{q^2+q_K^2}.$$
This requires $\lambda_0$ to be small against the next eigenvalue and $\delta K$ to be small at $G\ne0$, that is $q\ll G_1=2\pi/L=0.196$ Å$^{-1}$. The sign of $\lambda_0$ is the sign of $W$. Because $\mathcal E^{-1}$ is not symmetric, its positive eigenvalues do not fix that sign; here $W$ is positive. At $q=0.03\,q_\kappa$, $K_0(0)=0.0009\times0.1054/2.25=4.215\times10^{-5}$ and $L/W=1.582$, so $\lambda_0=6.67\times10^{-5}$, against $6.66\times10^{-5}$ from diagonalizing $K_0\mathcal E$, a relative difference of $0.1\%$. At $q=0.1\,q_\kappa$ the formula gives $4.68\times10^{-4}\times1.582=7.4\times10^{-4}$ and $\rho=1-0.3\times7.4\times10^{-4}=0.99978$, which is also the value from the spectrum. The error then falls by a factor $e$ in about $1/0.00022\approx4500$ steps: the number is free but barely moves.

At $q=q_\kappa$, $K_0(0)=0.1054/2.355=0.0447$. The eigenvalues of $K_0\mathcal E$ come out real and lie between $0.0505$ and $3.586$. Hence $A_c=2/3.586=0.558$, a third of the uniform-model value, and at $A=0.3$ the rate is $\rho=1-0.3\times0.0505=0.98485$. The nonlinear iteration, started from the neutral density plus a small odd perturbation of zero integral so that modes of both parities are present, shows a late-stage decay of the residual norm of $0.98484$ per step. After 755 steps $|N-N^*|=9\times10^{-9}$ Å$^{-2}$, or $3\times10^{-6}$ of $\Delta N$. Pulay mixing with the screened $K$ and $M$ reaches $n^*$ in 24 steps, close to the 23 of the fixed-$N$ run; the two runs stop at the same threshold, each in its own metric. The count shows that the false stop is cured. It does not show a saving of work, since in a cell this short Pulay mixing with $K_0=1$ and the plain norm also converges, and in fewer steps, about 15 against 24.

At $q=3q_\kappa$ the long waves are damped too weakly: $K_0(0)=0.948/3.198=0.30$, $K_0(G_1)=0.987/3.237=0.305$, and $\rho=4.1$ at $A=0.3$. The weak damping at small $G\ne0$ contributes to this along with that at $G=0$. As $q\to\infty$, $K_0\to1$ and the limit of plain mixing, $0.036$, returns. At $A=0.3$ the usable values of $q$ are thus bounded above by instability and below by slowness, and the Debye value lies between.

## What the Debye value does not achieve

The spectrum holds a result that the uniform model does not suggest. For real eigenvalues in $[\lambda_{\min},\lambda_{\max}]$ the best $A$ makes $1-A\lambda_{\min}=A\lambda_{\max}-1$, so $A=2/(\lambda_{\min}+\lambda_{\max})$ and $\rho=(\kappa-1)/(\kappa+1)$ with $\kappa=\lambda_{\max}/\lambda_{\min}$. The screened preconditioner has $\kappa=3.586/0.0505=71$, $A=0.550$ and $\rho=70/72=0.972$. Plain mixing has $\lambda_{\min}\ge1$ and so $\kappa\le55.4$; at $A=2/56.4=0.035$ its rate is at most $54.4/56.4=0.965$. In this slab the preconditioner lowers the top of the spectrum by $55.4/3.586=15$ and the bottom by at least $1/0.0505=19.8$, so its best asymptotic linear rate is slightly worse than that of plain mixing. It cures the defect of Kerker mixing, and it does not approximate $\mathcal E^{-1}$ over the whole cell. A plausible reading, offered as a conjecture, is that the slowest mode is a smooth density error in the liquid. Ions screen such an error before it reaches the metal, so $\mathcal E$ acts on it nearly as 1, while $K_0$ reduces it by a factor near $K_0(0)=0.0447$ as though it lay in a metal.

Nor does the stiffness of the slab follow $q_\kappa$ as in the uniform model. Diluting the salt to $0.1$ mol/L, with $\chi$ held fixed, raises $1+q_s^2/q_\kappa^2$ from $27.0$ to $261$, while the largest eigenvalue of the slab's $\mathcal E$ goes from $55.4$ to $57.5$, a rise of $4\%$. Planar electrostatics shows why. Let a surface charge $\sigma$ face a vacuum gap $d$ and then a thick electrolyte. The displacement field is $4\pi\sigma$, so the potential drops by $4\pi\sigma d$ across the gap. In the liquid $\phi=\phi_0e^{-q_\kappa z}$, and continuity of the displacement gives $\epsilon_bq_\kappa\phi_0=4\pi\sigma$. The total is
$$\phi=4\pi\sigma\left(d+\frac{1}{\epsilon_bq_\kappa}\right).$$
The ionic length is $3.08/80=0.04$ Å at 1 mol/L and $\sqrt{10}$ times that, $0.12$ Å, after dilution, both small against a gap on the scale of the 3 Å cavity offset. The estimate assumes a liquid thick against the Debye length, which the diluted cell meets poorly. The stiffest mode is even, so the field vanishes in the middle of the liquid, $H=8$ Å from each cavity edge, and the ionic length acquires a factor $\coth(q_\kappa H)$, becoming $0.039$ and $0.18$ Å. Writing $\lambda_{\max}-1=2\pi\langle1,D\rangle\,d_{\rm eff}$ gives $d_{\rm eff}=3.6$ Å, and the increase of $0.14$ Å is then the $4\%$; the thick-liquid lengths alone would give little more than $2\%$. The electrolyte fixes the potential at the cavity edge, and the gap and the slab set most of the cost of charging. Tying $q$ to the Debye length lowers $K_0(0)$ about tenfold under this dilution, to $0.01054/2.26=0.0047$, although the stiffness it is meant to cancel has hardly changed. Since the fixed point does not depend on $q$, the mixer's value may be chosen apart from the physical one, subject to ${\rm Re}\lambda>0$ and $A<A_c$.

Numerical values quoted here were computed with a short program.
